Why degrees of rate control sum to one in steady networks

A model surface makes a product P from two gases, B₂ and A, and has two stable steady states under the same conditions. Make B₂ adsorption and its reverse 1% faster. In one state the product rate rises by about 1.25%; in the other it falls by about 1.00%. For A adsorption the changes are −0.25% and +2.00%. The surface reaction has almost no influence in either state. The three responses differ in size and sign, yet in each state they add up to 1%, to first order in the change.

The network and its conventions

Let c be the list of concentrations or coverages in a network with M steps. Step i has the net rate

vᵢ = kᵢ[fᵢ(c) − gᵢ(c)/Kᵢ].

Here kᵢ is the forward constant, kᵢ/Kᵢ the reverse constant and Kᵢ the equilibrium constant. The functions fᵢ and gᵢ contain the mass-action factors and the fixed activities of the reservoirs, but no rate constants. A change of kᵢ at fixed Kᵢ therefore scales both directions of step i together. An irreversible step is the limit Kᵢ → ∞.

The stoichiometric matrix S states how much each species gains in each step. A steady state satisfies

S v(c,k) = 0,

with conserved totals, such as the number of surface sites, held fixed. The observed rate is r = Σⱼ wⱼvⱼ, where the weights wⱼ do not depend on k. The degree of rate control of step i is

Xᵢ = ∂ln r/∂ln kᵢ,

taken at fixed Kᵢ, reservoir activities, geometry, totals and other kⱼ. For negative r, ln|r| replaces ln r. The result to be shown is

Σᵢ Xᵢ = 1.

It requires r ≠ 0, a steady state that is locally unique and varies smoothly with k, and a list of steps that contains every process with a rate of its own, transport included.

First derivation: a change of clock

Multiply every kᵢ by the same λ > 0. Each net rate is proportional to its own constant, so at fixed c

v(c,λk) = λv(c,k),
S v(c,λk) = λS v(c,k).

The second line vanishes where S v(c,k) vanishes. The steady states are thus the same before and after the scaling. If there are several, the one under study stays where it was: constant c is a continuous path of solutions as λ varies, and local uniqueness leaves no other path through the same state. The rate on this branch is

r(λk) = Σⱼ wⱼ λvⱼ(c,k) = λr(k).

Take logarithms:

ln r(λk) = ln λ + ln r(k).

Differentiate with respect to ln λ at λ = 1. Every ln kᵢ grows at unit rate with ln λ, so by the chain rule the left side gives Σᵢ ∂ln r/∂ln kᵢ. The right side gives 1. This is the sum rule.

Physically, the scaling runs the same film at another speed. Coverages have no unit of time and do not notice; a rate has one inverse unit of time and changes by one factor of λ.

Second derivation: the response of each step

Now perturb one step at a time. Use the conserved totals to eliminate dependent concentrations, and let z be the independent ones. Keep the corresponding independent rows of S. The steady condition S v(z,k) = 0 must continue to hold when ln kᵢ changes.

At fixed z this change affects vᵢ alone, and ∂vᵢ/∂ln kᵢ = vᵢ. The shift of z affects all rates. With Sᵢ the i-th column of S, differentiation gives

Sᵢvᵢ + J ∂z/∂ln kᵢ = 0,   J = S ∂v/∂z.

If J is invertible,

∂z/∂ln kᵢ = −J⁻¹Sᵢvᵢ.

The observed rate changes directly through vᵢ and indirectly through z. Since ∂r/∂ln kᵢ = rXᵢ,

rXᵢ = wᵢvᵢ + Σⱼ wⱼ(∂vⱼ/∂z)·(∂z/∂ln kᵢ).

Sum the response of z over all steps:

Σᵢ ∂z/∂ln kᵢ = −J⁻¹Σᵢ Sᵢvᵢ = −J⁻¹S v = 0.

This is a second sum rule: the sensitivities of each steady concentration add to zero. The indirect terms in the sum of rXᵢ therefore cancel, and

r Σᵢ Xᵢ = Σᵢ wᵢvᵢ = r.

Division by r ≠ 0 gives Σᵢ Xᵢ = 1 again. The cancellation holds only for the sum. The indirect contribution to a single coefficient can have either sign and is not limited in size, so a coefficient can be negative or above one.

What each derivation assumes

Both need rates proportional to their constants, fixed Kᵢ and a complete list of steps. The second also needs differentiable rate laws and an invertible J. In return it gives each Xᵢ separately and shows where the cancellation occurs.

The first uses less. The relation r(λk) = λr(k) holds along the common scaling even where J is singular, because c need not move. The separate derivatives may then diverge, so their sum has no meaning, although the response to the common scaling is still one. The first argument also carries over to fluctuations and to growth in time, where there is no steady c to differentiate. It cannot say which step matters.

At equilibrium r = 0 and ln r is undefined. What survives there is Σᵢ ∂r/∂ln kᵢ = r = 0. Neither derivation needs the steady state to be stable, but an unstable one would not persist in a measurement.

If some steps are left out of the list, the identity splits into

Σ(listed) Xᵢ = 1 − Σ(omitted) Xᵢ.

A flow reactor whose flow rate is held fixed is such a case: the flow is a clock, and its coefficient is missing from a sum over chemical steps.

Scaling the forward constants alone is a different operation. With the reverse constants fixed, kᵢ → λkᵢ implies Kᵢ → λKᵢ, and the response is

d ln r/d ln λ = 1 + Σᵢ ∂ln r/∂ln Kᵢ.

The added terms are thermodynamic and have no reason to cancel in general.

The two states of the surface

The surface steps are B₂ + 2* ⇌ 2B*, A + * ⇌ A* and A* + B* ⇌ P + 2*, where * is an empty site. In the mean-field model, with coverages θ_A, θ_B and empty fraction θ₀ = 1 − θ_A − θ_B,

v₁ = k₁(θ₀² − θ_B²/K₁),
v₂ = k₂(θ₀ − θ_A/K₂),
v₃ = k₃(θ_Aθ_B − 0.1θ₀²/K₃).

The activities of B₂ and A are 1 and that of P is 0.1. The chosen constants are k₁ = k₂ = 1 s⁻¹, k₃ = 1000 s⁻¹, K₁ = 10⁴, K₂ = 20 and K₃ = 1000. Balance of B requires 2v₁ = v₃ and balance of A requires v₂ = v₃, with r = v₃.

Following the rate equations in time from an A-rich start and from a B-rich start, then refining by Newton iteration, gives the two states. The first has θ_A = 0.947, θ₀ = 0.0530 and r = 0.00561 s⁻¹ per site. The second has θ_B = 0.499, θ_A = 0.00105, θ₀ = 0.500 and r = 0.500 s⁻¹ per site. Central differences of the solved rate, with each ln kᵢ changed by ±0.001, give

A-covered state: X₁ = 1.253, X₂ = −0.253, X₃ = 0.000;
active state: X₁ = −0.999, X₂ = 1.999, X₃ = 0.000.

The active state is the simpler to explain. Since θ_B²/K₁ and θ_A/K₂ are small, v₁ ≈ k₁θ₀² and v₂ ≈ k₂θ₀. The condition v₂ = 2v₁ becomes k₂θ₀ = 2k₁θ₀², so

θ₀ ≈ k₂/(2k₁),   r ≈ k₂θ₀ ≈ k₂²/(2k₁).

The powers give X₁ ≈ −1 and X₂ ≈ 2. Faster B₂ adsorption fills sites that A needs; faster A adsorption uses each empty site more often and also, by removing B, creates more of them.

In the A-covered state θ_B is about 6×10⁻⁶ and may be dropped from the site balance. Put α = k₁/k₂. Then v₂ = 2v₁ reads θ₀ − θ_A/K₂ = 2αθ₀², or θ_A = K₂(θ₀ − 2αθ₀²). Inserting this in θ₀ + θ_A = 1 gives

(1 + K₂)θ₀ − 2K₂αθ₀² = 1.

For α = 1 this is 21θ₀ − 40θ₀² = 1, whose smaller root is θ₀ = (21 − √281)/80 = 0.0530, the state in question. Differentiate with respect to ln α:

(1 + K₂ − 4K₂αθ₀) ∂θ₀/∂ln α = 2K₂αθ₀².

Division by θ₀ and by the bracket gives

s = ∂ln θ₀/∂ln α = 2K₂αθ₀/(1 + K₂ − 4K₂αθ₀) = 2.118/16.76 = 0.126.

The rate is r = 2k₁θ₀², and α rises with k₁ and falls with k₂. Hence X₁ = 1 + 2s = 1.253 and X₂ = −2s = −0.253. Faster exchange of A with the gas brings θ_A closer to its equilibrium value 20/21 = 0.952, and so leaves fewer empty pairs for B₂.

The same formula shows an approach to failure. The two roots of the quadratic merge when (1 + K₂)² = 8K₂α, that is at α = 441/160 = 2.76. There the denominator of s vanishes. As α rises to this value, X₁ tends to +∞ and X₂ to −∞, while their sum stays one at every point before the merger. In the second derivation this is a singular J.

Raising only the forward constants gives d ln r/d ln λ = −1.13 in the A-covered state: a larger K₂ binds A more strongly and blocks the surface. In the active state the same operation gives 1.00, because the reverse rates of the two adsorptions are about 10⁻⁴ of the forward ones there, and the reverse surface reaction, about 5% of its forward rate, has almost no effect on r. Agreement with one in a single state would therefore not justify the forward-only rule.

A surface with few sites

On a small surface the numbers n_A, n_B and n₀ of occupied and empty sites fluctuate. Their probabilities P obey dP/dt = W(k)P, where every transition rate in W contains one rate constant. Thus W(λk) = λW(k). If every configuration can be reached from every other, WP = 0 has one normalized solution p, and the scaling leaves it unchanged.

More is true: a history at constants λk has the same statistics as a history at constants k observed for a time λt. Let n(t) be the net number of P molecules made. At long times its mean grows as It and its variance as Vt. The change of clock turns these into Iλt and Vλt. The sensitivities of I and of V each sum to one, and those of the Fano factor V/I sum to zero.

To compute V, multiply each element of W that makes a P by e^χ and each that consumes one by e^(−χ). The leading eigenvalue Λ(χ) of this matrix governs the growth of ⟨exp(χn)⟩, so Λ = Iχ + Vχ²/2 + … Expand the matrix as W + χW₁ + χ²W₂/2 and its eigenvector as p + χq + …, with the components of q summing to zero. First order gives

Wq + W₁p = Ip.

Sum over configurations, written Σ. The columns of W sum to zero, so I = ΣW₁p. The second order, summed in the same way, gives V/2 = ΣW₂p/2 + ΣW₁q, or

V = ΣW₂p + 2ΣW₁q.

Take six well-mixed sites. The transition rates are k₁n₀(n₀−1)/6 and k₁n_B(n_B−1)/(6K₁) for B₂, k₂n₀ and k₂n_A/K₂ for A, and k₃n_An_B/6 and 0.1k₃n₀(n₀−1)/(6K₃) for the reaction. Solving the linear equations for the 28 configurations gives a mean rate of 0.00308 s⁻¹ per site and V/I = 78. Changing the constants one by one gives

mean: −1.061, 2.067, −0.006;
variance: −2.394, 3.404, −0.010,

for steps 1, 2 and 3. Each row sums to one.

The mean rate is about 160 times below that of the active mean-field state, although the coefficients look similar. The surface spends 88% of its time fully covered by B. This share belongs to six sites: with the same rate laws it falls to 29% for 20 sites and 3% for 30 sites, where the mean rate is 0.38 s⁻¹ per site. No A can then adsorb and no reaction can occur; the way out is desorption of a pair, at the rate 30/(6×10⁴) = 5×10⁻⁴ s⁻¹, a mean wait of 2000 s. This blocking alone would lower the mean rate only about eightfold. In the remaining 12% of the time the rate averages 0.00308/0.12 = 0.026 s⁻¹ per site, still about 20 times below the active mean-field state, so slow configurations other than the full B layer also matter: nearly all of that time, 11.4% of the total, passes with four or more sites held by A, where empty pairs for B₂ are rare. Independent forward and reverse reaction events with the same mean rates would give V/I = ΣW₂p/ΣW₁p = 1.1, so the product count fluctuates far more than independent events would. The random waits in the full B layer contribute to this, and so does the very uneven number of products made between one such wait and the next. Similar control coefficients thus do not identify the state of a network.

An oxide film at fixed thickness

Transport obeys the same rule when it is counted as a step. Let oxidant enter an oxide of thickness x from a gas that would maintain the dissolved concentration C_g. It diffuses through the film and reacts at the far side. With C₀ and C₁ the concentrations at the two faces, the steady flux is

F = h(C_g − C₀) = D(C₀ − C₁)/x = kC₁.

The interface reaction is taken as irreversible. Dividing each form by its coefficient gives C_g − C₀ = F/h, C₀ − C₁ = Fx/D and C₁ = F/k. Their sum is C_g = FR, with

R = 1/h + x/D + 1/k,   F = C_g/R.

At fixed x and C_g, X_h = −∂ln R/∂ln h = (1/h)/R, and likewise X_D = (x/D)/R and X_k = (1/k)/R. The coefficients are the fractions of the total resistance. In this linear chain they are all positive.

Take h = 10⁷ nm/s, D = 7×10⁵ nm²/s, k = 9000 nm/s and x = 100 nm. The resistances are 1.00×10⁻⁷, 1.429×10⁻⁴ and 1.111×10⁻⁴ s/nm, and the coefficients 0.0004, 0.562 and 0.437. Diffusion and interface reaction share control; naming one limiting step would hide nearly half of it.

If D and k have activation energies of 1.2 and 2.0 eV, while h and C_g do not vary with temperature, the chain rule gives the apparent activation energy

E = X_D(1.2 eV) + X_k(2.0 eV) = 0.675 eV + 0.875 eV = 1.55 eV.

It falls as the film thickens, because control passes to diffusion.

The growing film

If the oxide holds N oxidant molecules per volume, then dx/dt = F/N. This rate is proportional to a common factor in h, D and k. From a fixed initial thickness x₀, the change of clock gives

x(t;λk) = x(λt;k).

Differentiating the logarithm at λ = 1 shows that the sensitivities Y of the thickness at fixed time satisfy

Y_h + Y_D + Y_k = d ln x/d ln t.

The right side is generally not one, because a thickness is an accumulated amount and not a rate.

The direct route confirms it. Integrating R dx = (C_g/N)dt from x₀ gives

(x − x₀)(1/h + 1/k) + (x² − x₀²)/(2D) = C_gt/N.

Differentiate with respect to ln D at fixed t. The change of x contributes R ∂x/∂ln D and the explicit D contributes −(x² − x₀²)/(2D). Their sum is zero, so

Y_D = (x² − x₀²)/(2DxR).

In the same way Y_k = (x − x₀)/(kxR) and Y_h = (x − x₀)/(hxR). By the integrated law the three add to C_gt/(NxR), which is (t/x)dx/dt.

For x₀ = 0, define L = 2D(1/h + 1/k). The integrated law then reads x² + Lx = 2DC_gt/N, and the sum is (x + L)/(2x + L). It falls from 1 for x ≪ L to 1/2 for x ≫ L. An initial oxide lowers it further at short times: as t → 0 with x₀ > 0, it tends to zero.

With C_g = 5.02×10¹⁶ cm⁻³ and N = 2.2×10²² cm⁻³, one finds L = 155.7 nm and 2DC_g/N = 11491 nm²/h. From x₀ = 20 nm, growth for 2 h gives

x = −77.85 + √(97.85² + 2×11491) = 102.6 nm.

Here Y_D = 0.273, Y_k = 0.347 and Y_h = 0.0003, with sum 0.621. Making all three constants 1% larger thickens this film by about 0.62%.

The film beside a real case

These values are rough and lie in the regime of dry thermal oxidation of silicon near 1273 K and 760 Torr, where growth of the order of 100 nm in a few hours is typical. Among the effects sized here, crystal orientation moves the result most: dividing k by 1.7, a rough ratio between common silicon faces, lowers the final thickness by 20 nm with all else fixed. A furnace 5 K too hot adds 3.8 nm at constant solubility. Stress and trace water are outside the model and are not sized.

Thin dry oxide also grows faster than the series law. A rough description adds 120 exp(−x/7 nm) nm/h to dx/dt. At 20 nm this is 6.9 nm/h beside 58.7 nm/h from the series path, a share of 0.105. For the growth rate at this fixed thickness, the coefficients of h, D and k then sum to 0.895, and the missing part belongs to the unlisted channel. Numerical integration with this channel adds 0.5 nm to the final thickness. The gain is this small because growth starts at 20 nm; from an initial oxide of 1 nm the channel adds 3 to 4 nm.

The quasi-steady flux is well justified for these numbers. The oxidant dissolved in the film is at most 2.3×10⁻⁶ of that bound in the oxide, and the diffusion time x²/D is 0.015 s against 2 h of growth. For a driving energy of roughly 7 eV per oxidant molecule, the reverse interface reaction carries a factor exp(−7 eV/k_BT) ≈ 2×10⁻²⁸, with k_B the Boltzmann constant, and may be dropped.
